# The s-wave limit on electron attachment at 10 meV: test program

```python
# Result under test: the s-wave part of an electron beam of energy E can be
# lost (attached) with a cross section of at most pi/k^2, k^2 = 2E in atomic
# units; at E = 10 meV this is about 1200 square angstroms.
# Symbols: k wave number, S elastic s-wave S-matrix element, a0 bohr radius,
# u(r) = r * psi(r) radial function. Model target potential:
# -(V0 + i W) exp(-(r/a)^2), where W > 0 removes electrons.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = const.physical_constants["Bohr radius"][0] * 1e10

energy_mev = 10.0
energy = energy_mev * 1e-3 / HARTREE_EV
k = np.sqrt(2 * energy)
limit = np.pi / k**2
limit_A2 = limit * BOHR_ANGSTROM**2

# Value in SI units through the de Broglie wavelength
energy_joule = energy_mev * 1e-3 * const.e
wavelength_A = const.h / np.sqrt(2 * const.m_e * energy_joule) * 1e10
assert abs(wavelength_A**2 / (4 * np.pi) / limit_A2 - 1) < 1e-7
assert abs(limit_A2 - 1200) < 6  # "about 1200" to half a percent

# Incoming s-wave area from a numerical direction average of the plane wave
nodes, weights = np.polynomial.legendre.leggauss(60)
radii = np.array([40.0, 75.0])
s_part = np.array([0.5 * np.sum(weights * np.exp(1j * k * r * nodes))
                   for r in radii])
waves = np.column_stack([np.exp(-1j * k * radii), np.exp(1j * k * radii)])
incoming, outgoing = np.linalg.solve(waves, radii * s_part)
area_from_projection = 4 * np.pi * abs(incoming)**2
assert abs(area_from_projection / limit - 1) < 1e-9

# Model target
a = 3.0
r_end = 8 * a


def integrate(strength):
    """Return u, u' at r_end and the integral of 2 W exp(-(r/a)^2) |u|^2."""
    def rhs(r, y):
        shape = np.exp(-(r / a)**2)
        return [y[1], -(k**2 + 2 * strength * shape) * y[0],
                2 * np.imag(strength) * shape * abs(y[0])**2]
    sol = solve_ivp(rhs, (0.0, r_end), np.array([0, 1, 0], dtype=complex),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[:, -1]


def collide(strength):
    """Return S, loss cross section from removal rate, elastic one from wave."""
    u, du, removal = integrate(strength)
    alpha = np.exp(1j * k * r_end) * (u + 1j * du / k) / 2
    beta = np.exp(-1j * k * r_end) * (u - 1j * du / k) / 2
    scale = (1j / (2 * k)) / alpha  # incoming part as in a unit plane wave
    loss = 4 * np.pi * removal.real * abs(scale)**2 / k
    scattered = scale * u - np.sin(k * r_end) / k
    elastic = 4 * np.pi * abs(scattered)**2
    return -beta / alpha, loss, elastic


# Scan: removal-rate cross section against the S formula and the bound
fractions = []
for v0 in np.linspace(0.05, 0.30, 6):
    for w in (0.001, 0.004, 0.015, 0.05, 0.15):
        s, loss, elastic = collide(v0 + 1j * w)
        assert abs(loss / limit - (1 - abs(s)**2)) < 1e-6
        assert abs(elastic / limit - abs(1 - s)**2) < 1e-6
        assert loss <= limit * (1 + 1e-6)
        fractions.append(loss / limit)


# Search for complete loss: only an incoming wave outside the target
def outgoing_part(strength):
    u, du, _ = integrate(strength)
    return du + 1j * k * u


x_old, x_new = 0.149 + 0.0j, 0.149 + 0.015j
f_old, f_new = outgoing_part(x_old), outgoing_part(x_new)
for _ in range(20):
    step = -f_new * (x_new - x_old) / (f_new - f_old)
    x_old, f_old = x_new, f_new
    x_new = x_new + step
    f_new = outgoing_part(x_new)
    if abs(f_new) < 1e-8:
        break
best = x_new
s_best, loss_best, elastic_best = collide(best)
assert best.imag > 0 and abs(s_best) < 1e-5
assert abs(loss_best / limit - 1) < 1e-6
assert abs(elastic_best / limit - 1) < 1e-4

# Weaker and stronger absorption at the same V0 both lower the loss
loss_weak = collide(best.real + 0.25j * best.imag)[1]
loss_strong = collide(best.real + 4j * best.imag)[1]
assert loss_weak < 0.9 * limit and loss_strong < 0.9 * limit


# Real well with S = -1: largest elastic cross section, no loss
def resonance_condition(v0):
    u, du, _ = integrate(v0).real
    return du * np.cos(k * r_end) + k * u * np.sin(k * r_end)


v0_res = brentq(resonance_condition, 0.05, 0.25, xtol=1e-12)
s_res, loss_res, elastic_res = collide(v0_res)
assert abs(s_res + 1) < 1e-5 and abs(loss_res) < 1e-9
assert abs(elastic_res / limit - 4) < 1e-4

print(f"Electron energy: {energy_mev:.1f} meV")
print(f"Hartree energy: {HARTREE_EV:.5f} eV")
print(f"Electron energy: {energy:.5e} hartree")
print(f"k squared: {k**2:.5e} a0^-2")
print(f"Wave number k: {k:.5f} a0^-1")
print(f"Disk radius 1/k: {1 / k:.2f} a0")
print(f"De Broglie wavelength: {wavelength_A:.1f} angstrom")
print(f"Limit pi/k^2: {limit:.1f} a0^2")
print(f"One a0^2: {BOHR_ANGSTROM**2:.6f} angstrom^2")
print(f"Limit pi/k^2: {limit_A2:.1f} angstrom^2")
print(f"Area from plane-wave projection: {area_from_projection:.1f} a0^2")
for e_mev in (1.0, 100.0):
    value = np.pi / (2 * e_mev * 1e-3 / HARTREE_EV) * BOHR_ANGSTROM**2
    print(f"Limit at {e_mev:.0f} meV: {value:.1f} angstrom^2")
print(f"Model range a: {a:.1f} a0")
print(f"Scan, number of targets: {len(fractions)}")
print(f"Scan, smallest loss/limit: {min(fractions):.4f}")
print(f"Scan, largest loss/limit: {max(fractions):.4f}")
print(f"Complete loss, V0: {best.real:.5f} hartree")
print(f"Complete loss, W: {best.imag:.5f} hartree")
print(f"Complete loss, loss/limit: {loss_best / limit:.5f}")
print(f"Complete loss, elastic/limit: {elastic_best / limit:.4f}")
print(f"W four times smaller, loss/limit: {loss_weak / limit:.4f}")
print(f"W four times larger, loss/limit: {loss_strong / limit:.4f}")
print(f"Real well with S = -1, V0: {v0_res:.5f} hartree")
print(f"Real well with S = -1, elastic/limit: {elastic_res / limit:.4f}")
print("finished without a failed check")
```

Running it gives:

```
Electron energy: 10.0 meV
Hartree energy: 27.21139 eV
Electron energy: 3.67493e-04 hartree
k squared: 7.34986e-04 a0^-2
Wave number k: 0.02711 a0^-1
Disk radius 1/k: 36.89 a0
De Broglie wavelength: 122.6 angstrom
Limit pi/k^2: 4274.4 a0^2
One a0^2: 0.280029 angstrom^2
Limit pi/k^2: 1196.9 angstrom^2
Area from plane-wave projection: 4274.4 a0^2
Limit at 1 meV: 11969.4 angstrom^2
Limit at 100 meV: 119.7 angstrom^2
Model range a: 3.0 a0
Scan, number of targets: 30
Scan, smallest loss/limit: 0.0026
Scan, largest loss/limit: 0.9957
Complete loss, V0: 0.14875 hartree
Complete loss, W: 0.01359 hartree
Complete loss, loss/limit: 1.00000
Complete loss, elastic/limit: 1.0000
W four times smaller, loss/limit: 0.6402
W four times larger, loss/limit: 0.6438
Real well with S = -1, V0: 0.14991 hartree
Real well with S = -1, elastic/limit: 4.0000
finished without a failed check
```
